# Resistance of a Circular Transmission-Line Contact Structure

**Q.** You put a metal disc on a thin conducting layer, surround it with a bare ring and then with an outer metal contact, and you want the contact resistivity from one measured resistance. Current crowds at both metal edges, and the two edges curve in opposite senses. Why should the total split into separate parts?

**A.** Because the same current crosses three regions in series. Let the disc have radius $a$, the gap occupy $a<r<b$, and the outer contact occupy $b<r<c$. With axial symmetry, every circle $r=\text{const}$ in the layer is an equipotential $V(r)$. If the metals are equipotentials at $V_1$ (disc) and $V_2$ (outer contact), then

$$V_1-V_2=[V_1-V(a)]+[V(a)-V(b)]+[V(b)-V_2].$$

Dividing by the total current $I$ gives

$$R=R_{\rm disc}+R_{\rm gap}+R_{\rm outer}.$$

I take $I>0$ for current flowing outward. The layer must be insulated from below; the closed outer contact already confines the current sideways, so no trench is needed around the structure.

**Q.** That only names the parts. What fixes $V(r)$?

**A.** Two local laws. Let $I(r)$ be the outward current carried by the layer through the circle of radius $r$. A ring of width $dr$ and sheet resistance $R_s$ has resistance $R_s\,dr/(2\pi r)$, so

$$I(r)=-\frac{2\pi r}{R_s}\frac{dV}{dr}. \tag{1}$$

Under metal at potential $V_m$, an ohmic interface of specific contact resistivity $\rho_c$ passes the current density $(V-V_m)/\rho_c$ from layer to metal. In steady state the layer current drops by what leaves through the area $2\pi r\,dr$:

$$\frac{dI}{dr}=-\frac{2\pi r}{\rho_c}(V-V_m). \tag{2}$$

This treats the layer as thin: its potential does not vary appreciably with depth. I use two sheet resistances, $R_{sh}$ in the gap and $R_{sk}$ under metal, because forming a contact can change the layer beneath it.

In the gap nothing leaves the layer, so $I(r)=I$. Equation (1) gives $dV=-IR_{sh}\,dr/(2\pi r)$, and integration from $a$ to $b$ yields

$$R_{\rm gap}=\frac{V(a)-V(b)}{I}=\frac{R_{sh}}{2\pi}\ln\frac ba. \tag{3}$$

**Q.** The logarithm is easy. Under the metal, why not use the exponential decay of a straight contact?

**A.** The circumference changes with $r$, which adds a term. Put $U=V-V_m$ and insert (1), with $R_s=R_{sk}$, into (2):

$$-\frac{2\pi}{R_{sk}}\left(rU''+U'\right)=-\frac{2\pi r}{\rho_c}U.$$

Multiplying by $-R_{sk}/(2\pi r)$ gives

$$U''+\frac{U'}{r}=\frac{U}{L^2},\qquad L=\sqrt{\frac{\rho_c}{R_{sk}}}. \tag{4}$$

$L$ is the transfer length. The term $U'/r$ is the effect of curvature; without it the solutions would be $e^{\pm r/L}$. With $x=r/L$, (4) becomes $(xU')'=xU$, the modified Bessel equation of order zero.

**Q.** I would like to see the solutions, not just hear their name.

**A.** The first is

$$I_0(x)=\sum_{k=0}^\infty\frac{(x^2/4)^k}{(k!)^2}.$$

For its $k$-th term, $(x\,(x^{2k})')'=4k^2x^{2k-1}$. Dividing by $4^k(k!)^2$ leaves $x$ times term $k-1$, so the sum obeys $(xI_0')'=xI_0$.

The second is $K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt$. Differentiating under the integral,

$$K_0''+\frac{K_0'}x-K_0=\int_0^\infty\left(\sinh^2t-\frac{\cosh t}{x}\right)e^{-x\cosh t}dt
=-\frac1x\Big[\sinh t\,e^{-x\cosh t}\Big]_0^\infty=0.$$

Define $I_1=I_0'$ and $K_1=-K_0'$; both are positive for $x>0$. Also

$$xK_1(x)=\int_0^\infty x\cosh t\,e^{-x\cosh t}dt=\int_0^\infty e^{-\sqrt{x^2+s^2}}ds,\qquad s=x\sinh t,$$

which tends to 1 as $x\to0$. By (1), a potential $U=K_0(r/L)$ therefore carries an outward current that tends to $2\pi/R_{sk}$ as $r\to0$: it needs a point source at $r=0$.

**Q.** Then the disc cannot contain $K_0$, since there is no point source in the layer at its centre.

**A.** Right. Under the disc $U=A\,I_0(r/L)$. At $r=a$ the layer must carry the whole current, so (1) gives

$$I=-\frac{2\pi a}{R_{sk}L}A\,I_1(a/L),\qquad A=-\frac{IR_{sk}L}{2\pi a\,I_1(a/L)}.$$

$A$ is negative because current enters the layer from a metal at higher potential. The disc drop is $V_1-V(a)=-U(a)=-A\,I_0(a/L)$, hence

$$R_{\rm disc}=\frac{R_{sk}L}{2\pi a}\,\frac{I_0(a/L)}{I_1(a/L)}. \tag{5}$$

**Q.** The outer contact has an inner edge and an outer edge. Does the current not see both?

**A.** It does if the contact is narrow. The origin lies outside this region, so both solutions are allowed: $U=A\,I_0(r/L)+B\,K_0(r/L)$, with new constants. The layer carries no current past $c$, so $U'(c)=0$:

$$A\,I_1(c/L)-B\,K_1(c/L)=0.$$

Take $A=N K_1(c/L)$ and $B=N I_1(c/L)$. At the inner edge

$$I=-\frac{2\pi b}{R_{sk}}U'(b)=\frac{2\pi b}{R_{sk}L}\left[B\,K_1(b/L)-A\,I_1(b/L)\right].$$

In $R_{\rm outer}=U(b)/I$ the factor $N$ cancels:

$$R_{\rm outer}=\frac{R_{sk}L}{2\pi b}\,
\frac{K_0(b/L)I_1(c/L)+I_0(b/L)K_1(c/L)}{K_1(b/L)I_1(c/L)-I_1(b/L)K_1(c/L)}. \tag{6}$$

Divide numerator and denominator by $I_1(c/L)$. As $c\to\infty$, $K_1(c/L)$ vanishes while $I_1(c/L)$ grows without bound, so

$$R_{\rm outer}\to\frac{R_{sk}L}{2\pi b}\,\frac{K_0(b/L)}{K_1(b/L)}. \tag{7}$$

For a wide outer contact the total is therefore

$$R=\frac{R_{sh}}{2\pi}\ln\frac ba+\frac{R_{sk}L}{2\pi a}\frac{I_0(a/L)}{I_1(a/L)}+\frac{R_{sk}L}{2\pi b}\frac{K_0(b/L)}{K_1(b/L)}. \tag{8}$$

**Q.** If both radii are large compared with $L$, I expect two straight edges. Does (8) agree?

**A.** Yes, and it gives the curvature correction. Let $y=I_0/I_1$. The differential equation gives $I_1'=I_0-I_1/x$, so

$$y'=\frac{I_0'}{I_1}-\frac{I_0I_1'}{I_1^2}=1-y^2+\frac yx. \tag{9}$$

At large $x$ the last term is small, and $1-y^2$ drives any positive $y$ towards 1. Insert $y=1+\alpha/x+\beta/x^2+\dots$. At order $1/x$, $0=-2\alpha+1$, so $\alpha=1/2$. At order $1/x^2$,

$$-\alpha=-(\alpha^2+2\beta)+\alpha\quad\Rightarrow\quad \beta=\alpha-\tfrac12\alpha^2=\tfrac38.$$

For $w=K_0/K_1$, the relation $K_1'=-K_0-K_1/x$ gives $w'=-1+w^2+w/x$. This is (9) with $x$ replaced by $-x$. The integrals for $K_0$ and $K_1$ show that $0<w<1$, since $\cosh t\ge1$. If $w$ stayed below 1 by a fixed amount at large $x$, its equation would drive it negative; so $w$ also approaches 1. Thus

$$\frac{I_0}{I_1}=1+\frac1{2x}+\frac3{8x^2}+\dots,\qquad
\frac{K_0}{K_1}=1-\frac1{2x}+\frac3{8x^2}-\dots$$

As a test of the order reached, doubling $x$ from 40 to 80 reduced both remainders by a factor of 8 to within 0.3, as a next term in $x^{-3}$ requires. To second order the contact sum is

$$R_{\rm disc}+R_{\rm outer}\simeq\frac{R_{sk}}{2\pi}\left[L\left(\frac1a+\frac1b\right)+\frac{L^2}{2}\left(\frac1{a^2}-\frac1{b^2}\right)\right]. \tag{10}$$

The first part is the straight-edge result, $R_{sk}L$ divided by each circumference. The second has opposite signs at the two edges for a simple reason: going inward under the disc the circumference shrinks, so the contact area per unit length falls and the layer resistance per unit length rises, while going outward under the ring both changes reverse. At this order each of the two supplies half of the term.

**Q.** What about the other extreme, a disc much smaller than $L$?

**A.** Then crowding disappears. The series give $I_0=1+x^2/4+\dots$ and $I_1=(x/2)(1+x^2/8+\dots)$, so

$$\frac{I_0}{I_1}=\frac2x\left(1+\frac{x^2}{8}+\dots\right)=\frac2x+\frac x4+\dots$$

Since $R_{sk}L/(2\pi a)=R_{sk}/(2\pi x)$ at $x=a/L$, and $R_{sk}L^2=\rho_c$,

$$R_{\rm disc}\to\frac{\rho_c}{\pi a^2}+\frac{R_{sk}}{8\pi}. \tag{11}$$

The first term is uniform injection over the disc area. The second is the cost of collecting that current in the layer. With uniform injection $I(r)=Ir^2/a^2$, and the power lost in the layer is

$$\int_0^a I(r)^2\frac{R_{sk}}{2\pi r}dr=\frac{I^2R_{sk}}{2\pi a^4}\int_0^a r^3dr=I^2\frac{R_{sk}}{8\pi}.$$

It does not depend on $a$. Physically, (11) also needs a disc much wider than the layer is thick.

**Q.** Give me numbers, and include a reason for two sheet resistances.

**A.** Take round parameters for a silicide contact on a heavily doped silicon layer. The layer is 150 nm thick with $R_{sh}=100\ \Omega$ per square. The silicide consumes 50 nm of silicon, leaving 100 nm. If doping and mobility are uniform in depth, sheet resistance is inversely proportional to thickness:

$$R_{sk}=100\times\frac{150}{100}=150\ \Omega\ \text{per square}.$$

This estimate ignores the depletion layer under the silicide. For n-type silicon of this resistivity (about $5\times10^{19}\ \text{cm}^{-3}$) and a barrier of 0.4 to 0.65 V it is roughly 3 to 4 nm thick and would raise $R_{sk}$ by a further 3 to 4%. Let $\rho_c=6\times10^{-6}\ \Omega\,\text{cm}^2=600\ \Omega\,\mu\text{m}^2$. Then $L=\sqrt{600/150}=2\ \mu$m. With $a=20$, $b=30$ and $c=100\ \mu$m, the Bessel arguments are 10 and 15:

$$R_{\rm gap}=\frac{100}{2\pi}\ln\frac{30}{20}=6.453\ \Omega,$$

$$R_{\rm disc}=\frac{150\times2}{2\pi\times20}\times1.0542=2.517\ \Omega,$$

$$R_{\rm outer}=\frac{150\times2}{2\pi\times30}\times0.9682=1.541\ \Omega.$$

The total is $10.51\ \Omega$, of which the contacts supply $4.058\ \Omega$. The leading part of (10) gives $3.979\ \Omega$, 1.9% below the Bessel contact sum; both parts give $4.045\ \Omega$, 0.3% below it.

**Q.** You used the infinite-contact form for the outer term. How wide must the ring be?

**A.** For $b=30\ \mu$m and $L=2\ \mu$m, (6) exceeds (7) by 32% at a ring width of $L$, by 3.8% at $2L$ and by 0.5% at $3L$. Here the width is $70\ \mu$m, or $35L$.

**Q.** All this rests on one chain of algebra. Has anything independent been compared with it?

**A.** Yes. The layer was cut into narrow concentric cells, joined by resistors from (1) and connected to the metal by the interface conductance of each cell's area. No Bessel function enters. With the material values above, I compared each of the three terms for $(a,b,c)=(20,30,100)$, $(1,2,4)$ and $(5,8,11)\ \mu$m, using (6) for the outer contact. The largest relative difference in any term was $1.3\times10^{-5}$. This tests the solution of the model, not the model's assumptions.

**Q.** In practice I would measure several gaps and fit one sheet resistance. Does the distinction between $R_{sh}$ and $R_{sk}$ matter?

**A.** It matters directly. At leading order in (10) the contacts enter through $R_{sk}L=\sqrt{R_{sk}\rho_c}$. A one-sheet fit finds $R_{sh}$ from the logarithm and then interprets the same contact part as $\sqrt{R_{sh}\rho_{\rm fit}}$. Equating the two,

$$\rho_{\rm fit}\simeq\rho_c\frac{R_{sk}}{R_{sh}}. \tag{12}$$

I fitted network resistances for gaps of 5, 10, 20, 30 and $40\ \mu$m, holding $a$ fixed and minimizing the squared relative residuals. For $a=20\ \mu$m the fit gave $99.7\ \Omega$ per square and $\rho_{\rm fit}=8.9\times10^{-6}\ \Omega\,\text{cm}^2$, which is 1.48 times the true value. For $a=200\ \mu$m the factor was 1.50, equal to $R_{sk}/R_{sh}$ at this precision. The fitted sheet resistance looks sound while the contact resistivity is wrong by half. Equation (12) needs $a\gg L$: the same fit gives a factor of 1.27 at $a=5\ \mu$m and 1.08 at $a=2\ \mu$m, as the term $\rho_c/(\pi a^2)$ of (11) takes over.

**Q.** Could the curvature term in (10) separate $\rho_c$ from $R_{sk}$?

**A.** In principle. Because $R_{sk}L^2=\rho_c$, that term is $(\rho_c/4\pi)(1/a^2-1/b^2)$ and does not contain $R_{sk}$ separately. But here it is only $4.045-3.979=0.066\ \Omega$. With $a=20\ \mu$m fixed and the five gaps above, a joint fit of $R_{sh}$, $R_{sk}$ and $\rho_c$ is ill-conditioned: random errors of 0.1% in $R$ leave $\rho_c$ uncertain by about 100%. Adding discs of 5 and $10\ \mu$m radius, where the curvature term is larger, reduces this to about 0.5% within the model. That route needs nearly equipotential metal: with the metal held at fixed potential within $2\ \mu$m of the centre and beyond $b+20\ \mu$m, a metal sheet resistance of 0.1 Ω per square shifts the fitted $\rho_c$ by $-2\%$ and $R_{sk}$ by $+3.5\%$, and at 3 Ω per square the fit runs off to unphysical values. A separate, systematic error is the position of the metal edges. If each edge retreats by $\delta\ll a$, the logarithm grows at leading order by

$$\Delta R\simeq\frac{R_{sh}\delta}{2\pi}\left(\frac1a+\frac1b\right). \tag{13}$$

This has the same dependence on $a$ and $b$ as the main contact term, so at this order a series of gaps with the same $\delta$ cannot tell them apart. For $\delta=0.1\ \mu$m, re-evaluating (8) gives $+0.141\ \Omega$. Knowing $R_{sk}$ does not remove this bias: the inferred $\rho_c$ is then $6.4\times10^{-6}\ \Omega\,\text{cm}^2$, against $6.5\times10^{-6}$ from the joint fit over the three disc radii. With $a=20\ \mu$m alone, $R_{sk}$ must be determined independently or smaller discs must be added.

**Q.** You also assumed perfect metal. A silicide is not perfect.

**A.** For the probe placement used here, bare silicide is the largest of the neglected effects I have sized. I gave the metal its own sheet resistance in the network and held it at fixed potential within $5\ \mu$m of the centre and beyond $50\ \mu$m. The table gives the change in $R$ and the $\rho_c$ then inferred from (8) with both sheet resistances known; the true value is 6.00 in the same unit. The metal entries depend on where the metal is held: at 3 Ω per square, $\Delta R$ is $+0.10\ \Omega$ for radii of 15 and $35\ \mu$m and $+1.5\ \Omega$ for 1 and $50\ \mu$m. The outer condition is a full ring; a needle probe breaks the axial symmetry and is not described by these entries.

| Effect, taken alone | $\Delta R$ ($\Omega$) | inferred $\rho_c$ ($10^{-6}\,\Omega\,$cm²) |
|---|---:|---:|
| Metal cap, 0.1 Ω/square | +0.026 | 6.08 |
| Bare silicide, 3 Ω/square | +0.77 | 8.4 |
| Silicide sidewall, 50 nm | −0.10 | 5.71 |
| Step in layer thickness | +0.022 | 6.07 |
| Edge retreat, 0.1 μm | +0.14 | 6.41 |

The sidewall is the vertical face of the sunken silicide. If it has the same $\rho_c$, its conductance $2\pi a s/\rho_c$, with $s=50$ nm, acts in parallel with the disc term, and likewise at $b$. The resulting change agreed with the network within 3%. The step entry comes from a two-dimensional calculation of a strip narrowing from 150 to 100 nm, without sidewall conduction. It adds 0.11 squares of the layer's resistivity $\rho=R_{sh}\times150$ nm, hence $0.11\rho/(2\pi r)$ at each edge.

**Q.** And the depth of the layer under the contact?

**A.** Let $t=100$ nm be that depth and $z$ the height above the insulated bottom. For $t\ll L$ the upward current density grows linearly, $j_z=jz/t$, where $j$ enters the metal. With resistivity $\rho'=R_{sk}t$, the potential above its value at the interface is

$$\int_z^t\rho' j\frac{z'}t\,dz'=\rho' j\,\frac{t^2-z^2}{2t}.$$

Its depth average is $\rho' jt/3$, so $\rho_c$ is effectively replaced by $\rho_c+R_{sk}t^2/3$. A full mode solution under the disc, with current leaving uniformly through its side, agreed with this replacement to better than one part in $10^5$; the disc term rises by only 0.044%.

**Q.** Is the interface really ohmic at the test current?

**A.** At 1 mA the disc-edge voltage is $1\ \text{mA}\times2.517\ \Omega=2.5$ mV. It is largest at the edge because $I_0$ increases with $r$. At 300 K, $k_BT/q=25.9$ mV, so the drop is about a tenth of the thermal voltage. For a thermionic law, with current proportional to $e^{qV/k_BT}-1$, this changes $R$ by about $0.03\ \Omega$, with a sign that follows the current direction, or 1.4% in the inferred $\rho_c$. That is small but comparable to the cap and step entries of the table; but the thermionic law only sets a scale here. At about $5\times10^{19}\ \text{cm}^{-3}$ the tunnelling energy $E_{00}$ is roughly 1.5 to 3.5 times $k_BT$, depending on the effective mass, so tunnelling carries much of the current and linearity should be checked by varying the current.

**Q.** How close is this example to a real silicide contact?

**A.** The layer thickness and sheet resistance are plausible for heavily doped silicon, but $6\times10^{-6}\ \Omega\,\text{cm}^2$ describes a poor contact. Good silicide contacts on heavily doped silicon lie, roughly, at $10^{-7}\ \Omega\,\text{cm}^2$ or below, and advanced transistor contacts much lower still. Since $L\propto\sqrt{\rho_c}$, reducing $\rho_c$ by a factor of 400, to $1.5\times10^{-8}\ \Omega\,\text{cm}^2$, would make $L$ equal to the 100 nm layer depth, and the thin-layer equation would fail. The corrections are already large at $10^{-7}\ \Omega\,\text{cm}^2$, where the contacts supply only $0.5\ \Omega$: step and layer depth together raise the inferred $\rho_c$ by about 12% in a two-dimensional $(r,z)$ solution (adding the two separate estimates gives 14%), a conducting sidewall turns this into a value about a quarter too low, and a $0.1\ \mu$m edge retreat alone raises it by 58%. Real structures also break the equipotential assumption when the silicide has no thick metal cap: with the rough value of 3 Ω per square and the metal held at fixed potential only within $5\ \mu$m and beyond $50\ \mu$m, the inferred $\rho_c$ is 40% too high, and the figure changes strongly with probe placement. For this example with $a=20\ \mu$m, a low-resistance cap and a separate value of $R_{sk}$ matter more than further terms in the Bessel expansion: keeping only the leading part of (10) biases $\rho_c$ by 4%. For small discs the full form (8) is needed; at $a=5$, $b=15\ \mu$m the leading part biases $\rho_c$ by 48% and both parts by 13%.

## Values computed for the example and the checks

```
Disc radius a = 20 um; gap outer radius b = 30 um; c = 100 um
Layer thickness: gap 150 nm, under silicide 100 nm
Sheet resistance: gap 100, under metal 150 ohm/square
Contact resistivity rho_c = 6.00e-06 ohm cm2
Transfer length L = 2.000 um; a/L = 10.00; b/L = 15.00
Bessel ratio I0/I1 at a/L = 1.05419
Bessel ratio K0/K1 at b/L = 0.96823
Gap term = 6.4532 ohm
Disc term = 2.5167 ohm
Outer term = 1.5410 ohm
Total resistance, formula = 10.5108 ohm
Total resistance, network = 10.5109 ohm
Largest relative error of any term, three cases = 1.3e-05
Contact sum, Bessel = 4.0577 ohm
Contact sum, leading large-radius term = 3.9789 ohm
Contact sum, two large-radius terms = 4.0452 ohm
Small-disc constant Rsk/(8 pi) = 5.9683 ohm
Outer-term excess for ring width 1 L = 32.27 %
Outer-term excess for ring width 2 L = 3.84 %
Outer-term excess for ring width 3 L = 0.51 %
Gaps in fit (um): 5, 10, 20, 30, 40
One-sheet fit, a = 20 um: sheet = 99.73 ohm/square
One-sheet fit, a = 20 um: rho_c = 8.895e-06 ohm cm2
Fitted/true rho_c, a = 20 um: 1.483
Fitted/true rho_c, a = 200 um: 1.500; Rsk/Rsh = 1.500
Probe radii: disc 5 um, outer 50 um
Neglected effects: change of R; rho_c then inferred
  metal cap 0.1 ohm/square: +0.0261 ohm; 6.08e-06 ohm cm2
  bare silicide 3.0 ohm/square: +0.7716 ohm; 8.43e-06 ohm cm2
  sidewall 50 nm: -0.1001 ohm; 5.71e-06 ohm cm2
  thickness-step constriction: +0.0224 ohm; 6.07e-06 ohm cm2
  edge retreat 0.1 um: +0.1411 ohm; 6.41e-06 ohm cm2
Step constriction = 0.11 squares (coarser mesh 0.11)
Vertical resistance: disc term +0.044 %
Test current = 1.0 mA; temperature = 300 K
Disc-edge interface voltage = 2.52 mV; kT/q = 25.85 mV
```
